\section*{Hardy stress from momentum balance and the velocity in its kinetic term}

\section{What is being asked for}

\textsc{Q.} Stress is force per area on a surface inside a continuum. Atoms are points with forces between them. What could a stress at a point $x$ mean for them?

\textsc{A.} It means a field that makes the continuum momentum balance true, once density and velocity have been defined from the atoms. The balance fixes only the divergence of that field, so some choices remain; they are pointed out below where they arise. Take $N$ classical atoms with masses $m_i$, positions $x_i$, velocities $v_i$ and no external forces. Choose a smooth, positive weight $\phi$ with $\int\phi\,dx=1$, fixed in space and time, and write $\phi_i=\phi(x_i-x)$. Define
\begin{equation}
\rho(x,t)=\sum_i m_i\phi_i,\qquad p(x,t)=\sum_i m_iv_i\phi_i,\qquad v(x,t)=\frac{p}{\rho}.
\label{fields}
\end{equation}
The stress $\sigma$ has to satisfy
\begin{equation}
\partial_t p_a+\partial_b(\rho v_av_b)=\partial_b\sigma_{ab}.
\label{balance}
\end{equation}
Here $\partial_b$ acts on the field point $x$, and repeated indices $a,b$ are summed. Tension is positive.

\textsc{Q.} Why define $v$ as $p/\rho$, and not as the plain average of the atomic velocities?

\textsc{A.} Because mass must be conserved by the same fields. At fixed $x$ the weight changes only because the atom moves. Since $\phi$ depends on $x_i-x$, a derivative in $x_i$ is minus a derivative in $x$:
\begin{equation}
\partial_t\phi_i=-v_{i,b}\,\partial_b\phi_i .
\label{dphi}
\end{equation}
Hence $\partial_t\rho=-\partial_b\sum_i m_iv_{i,b}\phi_i=-\partial_bp_b$. This is the continuity equation $\partial_t\rho+\partial_b(\rho v_b)=0$ if $\rho v=p$. Continuity fixes $\rho v$ only up to a divergence-free field, and $\rho v=p$ is the simplest choice. An average weighted by $\phi_i$ alone equals $p/\rho$ for equal masses and in general violates continuity for unequal ones. With the continuity equation, the left side of (\ref{balance}) becomes
\[
\rho(\partial_tv_a+v_b\partial_bv_a)+v_a[\partial_t\rho+\partial_b(\rho v_b)]
=\rho(\partial_tv_a+v_b\partial_bv_a),
\]
which is mass density times the acceleration of the moving material.

\section{The forces}

\textsc{Q.} Then differentiate $p$ and show me where a divergence comes from.

\textsc{A.} The product rule, Newton's law $m_i\dot v_i=f_i$ and (\ref{dphi}) give
\begin{equation}
\partial_tp_a=\sum_i f_{i,a}\phi_i-\partial_b\sum_i m_iv_{i,a}v_{i,b}\phi_i .
\label{dp}
\end{equation}
The second term is already a divergence. The first is not yet one.

\textsc{Q.} For a pair potential I can imagine pairing the forces. Many interatomic potentials are not sums over pairs.

\textsc{A.} It is enough that the energy $U$ be a smooth function of the interatomic distances. Let $r_{ij}=x_i-x_j$ and $d_{ij}=|r_{ij}|$. The chain rule gives
\begin{equation}
f_i=-\frac{\partial U}{\partial x_i}=\sum_{j\ne i}f_{ij},\qquad
f_{ij}=-\frac{\partial U}{\partial d_{ij}}\frac{r_{ij}}{d_{ij}} .
\label{split}
\end{equation}
Exchanging $i$ and $j$ reverses $r_{ij}$ and nothing else, so $f_{ij}=-f_{ji}$. An embedding energy of second-moment form is an example. In units of length $r_0$ and energy $\varepsilon$,
\[
U=\sum_{i<j}Ae^{-p_0(d_{ij}-1)}-C\sum_i\sqrt{n_i},\qquad
n_i=\sum_{j\ne i}e^{-2q(d_{ij}-1)} .
\]
The distance $d_{ij}$ enters both $n_i$ and $n_j$, and each square root contributes $-C(-2q)e^{-2q(d_{ij}-1)}/(2\sqrt{n})$. Therefore
\begin{equation}
\frac{\partial U}{\partial d_{ij}}=-p_0Ae^{-p_0(d_{ij}-1)}
+Cq\,e^{-2q(d_{ij}-1)}\left(\frac1{\sqrt{n_i}}+\frac1{\sqrt{n_j}}\right).
\label{slope}
\end{equation}
The force assigned to a pair depends on its neighbours through $n_i$ and $n_j$, but it still acts along the line joining the pair.

\textsc{Q.} Is that assignment unique?

\textsc{A.} Not for many atoms. Five atoms have ten distances but only $3\times5-6=9$ internal coordinates, so the distances obey a relation $G(d_{12},\dots)=0$. Adding a multiple of $G$ to $U$ changes no energy and no total force $f_i$, yet it can change the individual $f_{ij}$. The balance holds for each such choice, because it contains the $f_i$ alone.

\textsc{Q.} Now turn the force sum into a divergence.

\textsc{A.} Insert the split, rename $i\leftrightarrow j$ in one copy of the double sum, and use antisymmetry:
\[
\sum_{i\ne j}f_{ij}\phi_i=\sum_{i\ne j}f_{ji}\phi_j=-\sum_{i\ne j}f_{ij}\phi_j .
\]
Half the sum of the first and last forms is
\begin{equation}
\sum_if_i\phi_i=\tfrac12\sum_{i\ne j}f_{ij}(\phi_i-\phi_j).
\label{anti}
\end{equation}
Now walk along the bond. The function $g(\lambda)=\phi(x_j+\lambda r_{ij}-x)$ equals $\phi_j$ at $\lambda=0$ and $\phi_i$ at $\lambda=1$. Its derivative is $dg/d\lambda=-r_{ij,b}\,\partial_bg$, where the minus sign again comes from the $-x$ in the argument. Integration from 0 to 1 gives
\begin{equation}
\phi_i-\phi_j=-\partial_b\big(r_{ij,b}B_{ij}\big),\qquad
B_{ij}(x)=\int_0^1\phi(x_j+\lambda r_{ij}-x)\,d\lambda .
\label{bond}
\end{equation}
$B_{ij}$ is the bond function, the average of the weight along the bond. Since $f_{ij}$ and $r_{ij}$ do not depend on $x$, (\ref{anti}) becomes
\begin{equation}
\sum_if_{i,a}\phi_i=\partial_b\sigma^{\rm bond}_{ab},\qquad
\sigma^{\rm bond}_{ab}=-\tfrac12\sum_{i\ne j}f_{ij,a}r_{ij,b}B_{ij}.
\label{sbond}
\end{equation}
For attraction $f_{ij}$ points against $r_{ij}$, so the bond term is positive along the bond: tension, as the convention requires.

\textsc{Q.} Why a straight line from $j$ to $i$?

\textsc{A.} The balance does not demand it. A curved path with the same ends gives the same $\phi_i-\phi_j$, and hence a bond stress that differs by a divergence-free tensor. The straight path is a choice. With central $f_{ij}$ it makes $f_{ij,a}r_{ij,b}$, and so the stress, symmetric.

\textsc{Q.} Is there a global quantity that I can recognize?

\textsc{A.} The virial. Integrating over $x$ before $\lambda$ gives $\int B_{ij}\,dx=1$, so
\[
\int\sigma^{\rm bond}_{aa}\,dx=-\tfrac12\sum_{i\ne j}f_{ij}\cdot(x_i-x_j)=-\sum_if_i\cdot x_i .
\]
The last step uses $-f_{ij}=f_{ji}$ in the part with $x_j$. It holds for a finite set of atoms. In a periodic box, bonds that cross the boundary carry an extra lattice vector and only the pair sum may be used: in a perfect fcc crystal every $f_i$ is zero, while the pair sum in general is not. For the 13-atom cluster described below, the space integral of the bond term and the virial sum, the latter from numerically differentiated energies, are both $4.435\,\varepsilon$.

\section{The velocities}

\textsc{Q.} So far (\ref{dp}) contains the full atomic velocities. I would stop there and call $-\sum_i m_iv_iv_i\phi_i$ the kinetic stress.

\textsc{A.} Then the flow would be counted twice, because (\ref{balance}) already has $\rho v_av_b$ on its left. Write $v_i=v(x,t)+u_i$. By the definition of $v$,
\begin{equation}
\sum_im_iu_i\phi_i=p-\rho v=0 .
\label{zero}
\end{equation}
Expanding the product gives
\begin{align}
\sum_im_iv_{i,a}v_{i,b}\phi_i
&=\rho v_av_b+v_a\sum_im_iu_{i,b}\phi_i+v_b\sum_im_iu_{i,a}\phi_i+K_{ab}\nonumber\\
&=\rho v_av_b+K_{ab},\qquad K_{ab}=\sum_im_iu_{i,a}u_{i,b}\phi_i .
\label{vsplit}
\end{align}
Put (\ref{sbond}) and (\ref{vsplit}) into (\ref{dp}) and move the convective term to the left. The result is (\ref{balance}) with
\begin{equation}
\sigma_{ab}=-\tfrac12\sum_{i\ne j}f_{ij,a}r_{ij,b}B_{ij}(x)-\sum_im_iu_{i,a}u_{i,b}\phi_i .
\label{hardy}
\end{equation}
This is the Hardy stress. No average over time or over an ensemble was taken.

\textsc{Q.} You subtract the flow at $x$. The atom is at $x_i$. Surely $v(x_i,t)$ is the flow it feels?

\textsc{A.} In (\ref{vsplit}) the velocity $v$ was taken outside the sums, which is allowed because it is the same for all atoms at a given $x$. With $v(x_i,t)$ the cross terms become $\sum_im_iv_a(x_i)[v_{i,b}-v_b(x_i)]\phi_i$ and its transpose, and nothing makes them vanish. The leading term becomes $\sum_im_iv_a(x_i)v_b(x_i)\phi_i$, which in general is not $\rho v_av_b$ either. The balance is then lost in general.

\textsc{Q.} Give me a case that I can do on paper.

\textsc{A.} Take two atoms of mass $m_0$ at $x=\mp0.5\,r_0$, with velocities $1.2$ and $0.8\,r_0/t_0$ along $x$, where $t_0=r_0\sqrt{m_0/\varepsilon}$. Let $A=0.2$, $C=1$, $p_0=10$, $q=2.5$. At unit distance $n_i=1$, and (\ref{slope}) gives $-2+5=3$: an attraction of $3\,\varepsilon/r_0$. The weight is a Gaussian of width $s=0.5\,r_0$,
\[
\phi(y)=(2\pi s^2)^{-3/2}e^{-|y|^2/2s^2}.
\]
At the bond centre each $\phi_i=0.308\,r_0^{-3}$. With $\mu=\lambda-\frac12$ the bond function there is
\[
B=\frac{1}{(2\pi s^2)^{3/2}}\int_{-1/2}^{1/2}e^{-d^2\mu^2/2s^2}d\mu
=\frac{1}{2\pi s^2d}\,{\rm erf}\frac{d}{2\sqrt2\,s}=0.435\,r_0^{-3}.
\]
The two ordered pairs contribute equally, so the bond stress is $3B=1.304\,\varepsilon/r_0^3$. The flow is $1.0$ and the relative velocities are $\pm0.2$, so the kinetic stress is $-2(0.308)(0.2)^2=-0.025$, and the total is $1.279\,\varepsilon/r_0^3$. Absolute velocities would give $-0.308(1.44+0.64)=-0.641$ for the kinetic part. Most of that is the common motion of the pair.

\section{Is the subtraction forced?}

\textsc{Q.} You have shown that relative velocities work. You have not shown that others fail.

\textsc{A.} Keep the bond term and try any smooth, bounded reference field $w(x,t)$ in place of $v$. With $D=v-w$ we have $v_i-w=u_i+D$, and (\ref{zero}) again removes the cross terms:
\begin{equation}
\sum_im_i(v_i-w)_a(v_i-w)_b\phi_i=K_{ab}+\rho D_aD_b .
\label{kw}
\end{equation}
The trial stress is $\sigma_{ab}-\rho D_aD_b$, so it satisfies (\ref{balance}) if and only if $\partial_b(\rho D_aD_b)=0$ everywhere. Multiply by $x_a$, sum over $a$ and integrate by parts over all space:
\begin{equation}
0=\int x_a\partial_b(\rho D_aD_b)\,dx=-\int\delta_{ab}\,\rho D_aD_b\,dx=-\int\rho|D|^2dx .
\label{must}
\end{equation}
The surface term vanishes for a finite cluster with a Gaussian weight. There $\rho$ decays faster than any power of distance, and $D$ is bounded because $v$ is a weighted mean of finitely many atomic velocities. Since $\rho>0$, $D=0$ and $w=v$.

\textsc{Q.} Has the integration by parts been checked on something less tidy than symbols?

\textsc{A.} For the cluster with $w=0$, the integral of $x_a\partial_b(\rho v_av_b)$ on a grid is $-13.85\,\varepsilon$, and $\int\rho|v|^2dx$ is $13.85\,\varepsilon$. The absolute-velocity stress therefore cannot satisfy (\ref{balance}) throughout space.

\textsc{Q.} Yet momentum is conserved with absolute velocities too. Equation (\ref{dp}) says so.

\textsc{A.} It does. The tensor $\tau_{ab}=\sigma_{ab}-\rho v_av_b$ obeys $\partial_tp_a=\partial_b\tau_{ab}$. It is minus the total momentum flux through a surface at rest. Stress is what remains for a surface carried by the flow. Either equation is correct; mixing $\tau$ with the convective term is not.

\textsc{Q.} And in a periodic box, where you have no empty space at infinity?

\textsc{A.} There the proof fails. If $\rho D_aD_b$ is uniform, its divergence is zero and the balance cannot see it. The choice $w=0$ is then rejected by a change of observer. Add a constant $c$ to all velocities at one instant. The flow becomes $v+c$, the $u_i$ stay as they were, and so does $\sigma$. The absolute version changes by
\begin{equation}
\Delta\tau_{ab}=-\rho(v_ac_b+c_av_b+c_ac_b).
\label{boost}
\end{equation}
A gas in a uniformly moving bottle would thus acquire an extra pressure along the motion. References that shift with the observer survive this argument, for example $w=v+{\rm const}$ or the centre-of-mass velocity of the box. The balance excludes them only where $\partial_b(\rho D_aD_b)\ne0$. For $w=v+{\rm const}$ this happens if $\rho$ varies along the constant vector. For the centre-of-mass velocity it does not happen in a shear flow $v_x(y)$ at uniform density. In the remaining cases they are excluded if the same rule must also hold for a finite cluster.

\section{A warm, moving cluster}

\textsc{Q.} I want the balance tested on real motion, not on the identities that produced it.

\textsc{A.} Take a slightly disordered 13-atom cuboctahedron with the same potential and weight, and masses $1$ and $1.5\,m_0$. The velocities are a drift of $1\,r_0/t_0$ along $x$ plus random thermal parts with $kT=0.1\,\varepsilon$. Newton's equations are integrated a few short steps forward and backward, and $p$ at a fixed point is differentiated numerically in time. At $x=(0.6,0.3,0.2)\,r_0$, in $\varepsilon/r_0^4$:
\begin{center}
\begin{tabular}{lrrr}
 & $x$ & $y$ & $z$\\
$\partial_tp$ & $0.669$ & $0.353$ & $-0.001$\\
$\partial_b(\rho v_av_b)$ & $-1.083$ & $-0.042$ & $0.004$\\
sum of both & $-0.414$ & $0.311$ & $0.003$\\
div $\sigma$, flow at $x$ & $-0.414$ & $0.311$ & $0.003$\\
div, absolute velocities & $0.669$ & $0.353$ & $-0.001$\\
div, flow at the atoms & $-0.484$ & $0.218$ & $0.020$
\end{tabular}
\end{center}
The stress (\ref{hardy}) matches the sum. Over four field points the largest deviation of a component is $2\times10^{-9}\,\varepsilon/r_0^4$. The absolute version reproduces $\partial_tp$ alone, as $\tau$ should. Here its $x$ component even has the wrong sign for the material acceleration. The flow taken at the atoms matches neither.

\textsc{Q.} And the stress itself?

\textsc{A.} There $\rho=1.230\,m_0/r_0^3$ and $v_x=0.803\,r_0/t_0$. The $xx$ stress is $0.0574-0.0550=0.0024\,\varepsilon/r_0^3$, a near cancellation of bond tension and kinetic pressure at this point and instant. Absolute velocities subtract a further $\rho v_x^2=0.793$ and give $-0.791$. For an observer who adds $c=3\,r_0/t_0$ along $x$, (\ref{boost}) gives $-1.230(2\times0.803\times3+9)=-17.0$. The absolute value becomes $-17.8\,\varepsilon/r_0^3$, while the Hardy value remains $0.0024$.

\section{What the kinetic term measures}

\textsc{Q.} The drift was 1, but you quote a flow of 0.803. Has thermal motion leaked into the flow?

\textsc{A.} Yes, and it can be calculated. Let the atoms have independent thermal velocities $\eta_i$ about a uniform drift, with variance $kT/m_i$ per component, at fixed positions. The local flow then deviates from the drift by $\bar\eta=\sum_im_i\eta_i\phi_i/\rho$, and (\ref{vsplit}), applied to the $\eta_i$, gives $K_{xx}=\sum_im_i\eta_{i,x}^2\phi_i-\rho\bar\eta_x^2$. In $\langle\bar\eta_x^2\rangle$ only terms with equal indices survive:
\begin{equation}
\langle\bar\eta_x^2\rangle=\frac{kT\sum_im_i\phi_i^2}{\rho^2},\qquad
\langle K_{xx}\rangle=kT\left[\sum_i\phi_i-\frac{\sum_im_i\phi_i^2}{\sum_im_i\phi_i}\right].
\label{thermal}
\end{equation}
At the field point the first term is $0.1139$ and the whole is $0.0925\,\varepsilon/r_0^3$; random sampling gives $0.0924\pm0.0002$. The missing $0.0214$, about 19\% of the first term, is $\rho\langle\bar\eta_x^2\rangle$. Dividing by $\rho$ and taking the root gives a typical flow fluctuation of $0.13\,r_0/t_0$, so the observed deviation of $0.20$ is about one and a half standard deviations. About half of it is common to the whole cluster: the random parts were not corrected to zero total momentum, and the centre of mass moves at $0.90\,r_0/t_0$ along $x$.

\textsc{Q.} What happens for a very narrow or a very wide weight?

\textsc{A.} For a narrow Gaussian, at a point nearest to one atom, the other weights become exponentially smaller than that atom's. The flow tends to the velocity of that atom, and $K/\rho$ tends to zero. For a wide weight inside a large body many atoms share the sum, the second term of (\ref{thermal}) becomes relatively small, and $K_{xx}$ tends on average to $kT$ times the number density. Without forces this leaves $\sigma_{xx}=-nkT$, the ideal-gas pressure.

\textsc{Q.} Irving and Kirkwood use delta functions. By your argument their kinetic stress would vanish.

\textsc{A.} It would for a single snapshot. Their fields are ensemble averages. Average (\ref{dp}) over initial conditions and define $\bar v=\langle p\rangle/\langle\rho\rangle$, which is no longer a random quantity. The cross terms vanish because $\langle\sum_im_i(v_i-\bar v)\phi_i\rangle=\langle p\rangle-\langle\rho\rangle\bar v=0$, and the kinetic stress is $-\langle\sum_im_i(v_i-\bar v)_a(v_i-\bar v)_b\phi_i\rangle$. After averaging, $\phi$ may shrink to a delta function, and $B_{ij}$ then concentrates on the line between the atoms. For thermal velocities about $\bar v$ the full $kT$ times the number density is kept. The rule is unchanged: subtract the velocity that appears in the convective term.

\textsc{Q.} Then can I at least read a temperature from $K$ when the weight is wide?

\textsc{A.} Not if the flow varies across the weight. Consider cold atoms with $v_x=\gamma y$. Then
\[
K_{xx}=\gamma^2\left[\sum_im_i\phi_iy_i^2-\frac{(\sum_im_i\phi_iy_i)^2}{\rho}\right]\approx\rho\gamma^2s^2 ,
\]
since the bracket is $\rho$ times the weighted variance of $y$, which for a uniform body and a Gaussian wide enough to replace sums by integrals is $s^2$. A cubic lattice of unit masses with $\gamma=0.3\,t_0^{-1}$ and both spacing and $s$ equal to $r_0$ gives $0.0900\,\varepsilon/r_0^3$ from the sum and from the formula, at zero temperature. For equal masses $m$, the ratio to the thermal pressure $nkT$ is $m\gamma^2s^2/kT$. A thermal reading therefore needs $\gamma s\ll\sqrt{kT/m}$, together with enough atoms under the weight. The momentum balance needs neither condition. In this example the smoothed flow at $x$ is still $\gamma y$, with $y$ taken at the field point, but the atoms under the weight move at different speeds. The weighted average of $v_x^2$ therefore exceeds the square of the weighted average of $v_x$, and $K_{xx}$ is $\rho$ times that difference.

\textsc{Q.} What would make the balance itself fail?

\textsc{A.} A change in its premises. An external force adds the body force $\sum_if_i^{\rm ext}\phi_i$ to the right of (\ref{balance}). A weight that moves or changes its width in time adds terms to (\ref{dphi}). Internal forces whose sum is not zero cannot be split into antisymmetric pairs, and (\ref{anti}) fails for them. The remaining values for the cases above are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Reduced units: r0, eps, m0; t0 = r0 sqrt(m0/eps)
Potential: repulsion A, hopping C: 0.20000 1.00000 eps
Potential: exponents p, q: 10.00000 2.50000 1/r0
Gaussian width s: 0.50000 r0
Two atoms (mass 1 m0): x positions: -0.50000 0.50000 r0
Two atoms: x velocities: 1.20000 0.80000 r0/t0
Two atoms: x force on left atom: 3.00000 eps/r0
Two atoms: phi of each atom at centre: 0.30809 1/r0^3
Two atoms: B at centre: 0.43461 1/r0^3
Two atoms: flow v_x at centre: 1.00000 r0/t0
Two atoms: bond stress xx: 1.30384 eps/r0^3
Two atoms: kinetic stress xx, relative: -0.02465 eps/r0^3
Two atoms: kinetic stress xx, absolute: -0.64082 eps/r0^3
Two atoms: total stress xx: 1.27919 eps/r0^3
Cluster: 13 atoms, masses 1.0 and 1.5 m0
Cluster: kT of sampled velocities: 0.10000 eps
Cluster: imposed drift: 1.00000 0.00000 0.00000 r0/t0
Field point x: 0.60000 0.30000 0.20000 r0
Density rho: 1.22951 m0/r0^3
Flow v: 0.80307 -0.00006 0.04802 r0/t0
Bond stress xx yy zz: 0.05736 -0.11864 -0.14673 eps/r0^3
Kinetic stress xx yy zz, relative: -0.05497 -0.04250 -0.02804 eps/r0^3
Total stress xx yy zz: 0.00239 -0.16114 -0.17478 eps/r0^3
Total stress xx yy zz, absolute velocities: -0.79055 -0.16114 -0.17761 eps/r0^3
dp/dt from trajectory: 0.66857 0.35295 -0.00080 eps/r0^4
div(rho v v): -1.08258 -0.04153 0.00429 eps/r0^4
Left side, sum of both: -0.41402 0.31142 0.00348 eps/r0^4
div sigma, flow at x: -0.41402 0.31142 0.00348 eps/r0^4
div sigma, absolute velocities: 0.66857 0.35295 -0.00080 eps/r0^4
div sigma, flow at the atoms: -0.48422 0.21839 0.01993 eps/r0^4
Largest balance error, 4 points: 2.2e-09 eps/r0^4
Space integral of bond stress trace: 4.43453 eps
Minus sum of x_i.f_i, numerical forces: 4.43453 eps
Integral of x.div(rho v v): -13.85169 eps
Integral of rho v^2: 13.85169 eps
Added observer velocity c: 3.00000 0.00000 0.00000 r0/t0
Stress xx after boost, relative: 0.00239 eps/r0^3
Stress xx after boost, absolute: -17.78041 eps/r0^3
Thermal K_xx: sampled mean, standard error: 0.09243 0.00019 eps/r0^3
Thermal K_xx: formula: 0.09248 eps/r0^3
Thermal K_xx: kT times number density: 0.11385 eps/r0^3
Cold shear: rate gamma: 0.30000 1/t0
Cold shear: lattice spacing, width s: 1.00000 1.00000 r0
Cold shear: K_xx from lattice sum: 0.09000 eps/r0^3
Cold shear: rho gamma^2 s^2: 0.09000 eps/r0^3
\end{verbatim}
